# Midplane Temperature of a Heated Gray Phonon Film with Marshak Walls

## Problem

A film occupies $0<x<L$ and extends far in the other two directions. Its phonons are gray: they share one heat capacity per volume $C$, one speed $v$ and one mean free path $\Lambda$. Scattering is isotropic and conserves energy. Heat is released steadily at the uniform rate $Q$ per volume, equally in all directions. Both faces touch black walls at temperature $T_0$. A black wall absorbs every phonon that reaches it and emits the equilibrium distribution at its own temperature.

Let $\theta(x)=T(x)-T_0$, where $T$ is defined by the local phonon energy density. The rises are small enough for $C$, $v$ and $\Lambda$ to be constant. The Knudsen number is $\mathrm{Kn}=\Lambda/L$.

**(a)** Keep only the isotropic part of the phonon intensity and the part proportional to the direction cosine. Impose the wall condition on the inward energy flux (Marshak's condition). Show that the midplane rise is the Fourier rise, computed with $\theta=0$ at both faces, multiplied by $1+\tfrac83\mathrm{Kn}$.

**(b)** Evaluate the rise for $L=1000$ nm, $\Lambda=200$ nm, $C=1.00$ J/(cm³ K), $v=2000$ m/s and $Q=5.00$ mW/µm³.

**(c)** Find what the approximation in (a) leaves out when $\mathrm{Kn}$ is small, and what goes wrong when it is large.

## Hints

1. Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis. Work with the excess intensity $I(x,\mu)$ over equilibrium at $T_0$. A black wall at $T_0$ then sends in no excess energy.

2. Energy conservation and symmetry fix the heat flux before the temperature is known.

3. Two numbers, $\theta$ and the flux $q$, determine an intensity that is linear in $\mu$. Such an intensity cannot vanish for every inward direction. Ask only that its inward energy flux vanish.

4. For (c) at small $\mathrm{Kn}$, look for a solution of the transport equation far from the walls and see whether it is linear in $\mu$. At large $\mathrm{Kn}$, follow phonons that have not yet scattered, especially those moving nearly parallel to the faces.

## Full solution

### The transport equation and its moments

Normalize $I$ per unit $\mu$, so that

$$\int_{-1}^{1} I\,d\mu = Cv\theta,\qquad \int_{-1}^{1}\mu I\,d\mu=q .$$

The first integral is $v$ times the excess energy density $C\theta$. The second is the heat flux along $+x$. In the steady state,

$$\mu\frac{\partial I}{\partial x}=\frac{1}{\Lambda}\left(\frac{Cv\theta}{2}-I\right)+\frac Q2 .\tag{1}$$

The bracket replaces the intensity by its average over $\mu$, as isotropic scattering does. The source is $Q/2$ because it must integrate to $Q$ over an interval of length 2.

Integrate (1) over $\mu$. The scattering term gives $(Cv\theta-Cv\theta)/\Lambda=0$, so

$$\frac{dq}{dx}=Q .$$

The two walls are alike, so $q(L/2)=0$ and

$$q(x)=Q\left(x-\frac L2\right),\qquad q(0)=-\frac{QL}{2},\qquad q(L)=\frac{QL}{2}.\tag{2}$$

The minus sign at $x=0$ means that heat leaves through the left face.

Next multiply (1) by $\mu$ and integrate. The terms $Cv\theta/2$ and $Q/2$ do not depend on $\mu$, so they drop out:

$$\frac{d}{dx}\int_{-1}^{1}\mu^2I\,d\mu=-\frac q\Lambda .\tag{3}$$

### The closure

Equation (3) contains the second moment of $I$, the integral weighted by $\mu^2$. To express it through $\theta$ and $q$, write $I=a+b\mu$. The two definitions give $2a=Cv\theta$ and $2b/3=q$, hence

$$I=\frac{Cv\theta}{2}+\frac{3q}{2}\mu .\tag{4}$$

This is the P1 closure. The odd term does not contribute to the moment in (3), and

$$\int_{-1}^{1}\mu^2I\,d\mu=\frac{Cv\theta}{2}\cdot\frac23=\frac{Cv\theta}{3}.$$

Equation (3) becomes Fourier's law:

$$q=-k\frac{d\theta}{dx},\qquad k=\frac{Cv\Lambda}{3}.\tag{5}$$

### The wall condition

At $x=0$ the inward directions have $\mu>0$. Their excess energy flux must vanish:

$$0=\int_0^1\mu I\,d\mu=\frac{Cv\theta(0)}{2}\cdot\frac12+\frac{3q(0)}{2}\cdot\frac13=\frac{Cv\theta(0)}{4}+\frac{q(0)}{2}.$$

With $q(0)=-QL/2$,

$$\theta(0)=-\frac{2q(0)}{Cv}=\frac{QL}{Cv}.\tag{6}$$

At $x=L$ the inward directions have $\mu<0$. The condition there is $Cv\theta(L)/4-q(L)/2=0$, which gives the same jump.

The jump can also be read as a length. From (5), $\theta'(0)=-q(0)/k=QL/(2k)$, and therefore

$$\frac{\theta(0)}{\theta'(0)}=\frac{QL}{Cv}\cdot\frac{2k}{QL}=\frac{2k}{Cv}=\frac{2\Lambda}{3}.$$

The tangent to the profile at the face reaches zero a distance $2\Lambda/3$ inside the wall.

### The midplane rise

Combining (2) and (5) gives $\theta'=Q(L/2-x)/k$. Integrate from the left face and use (6):

$$\theta(x)=\frac{QL}{Cv}+\frac{Q\,x(L-x)}{2k}.\tag{7}$$

At $x=L/2$ the second term is $\theta_F=QL^2/(8k)$. This is the Fourier midplane rise without jumps. Dividing the jump by it gives

$$\frac{QL}{Cv}\cdot\frac{8k}{QL^2}=\frac{8k}{CvL}=\frac{8}{CvL}\cdot\frac{Cv\Lambda}{3}=\frac83\,\mathrm{Kn}.$$

Hence

$$\boxed{\theta_{\rm mid}=\frac{QL^2}{8k}\left(1+\frac83\mathrm{Kn}\right)}\tag{8}$$

The correction does not change the curvature of the profile. It lifts the whole parabola by the wall jump. As $\mathrm{Kn}\to0$ at fixed $k$, $L$ and $Q$, the jump vanishes and Fourier's result returns.

### Numbers for part (b)

In SI units $C=1.00\times10^6$ J/(m³ K) and $Q=5.00\times10^{15}$ W/m³. The conductivity is

$$k=\frac{(1.00\times10^6)(2000)(2.00\times10^{-7})}{3}=133.3\ \text{W/(m K)},$$

and $\mathrm{Kn}=200/1000=0.200$. The two parts of the rise are

$$\theta_F=\frac{(5.00\times10^{15})(1.00\times10^{-6})^2}{8(133.3)}=4.69\ \text{K},$$

$$\theta(0)=\frac{(5.00\times10^{15})(1.00\times10^{-6})}{(1.00\times10^6)(2000)}=2.50\ \text{K}.$$

Their sum is $\theta_{\rm mid}=7.19$ K. The factor in (8) is $1+\tfrac83(0.200)=1.533$, and $1.533\times4.69$ K gives the same value.

### Part (c): small Knudsen number

Equation (8) is exact for the P1 equations with Marshak's condition, but it approximates the solution of (1). Numerical solution of (1) gives the following ratios of midplane rise to $\theta_F$. Errors are relative to the full gray solution.

| Kn | Eq. (8) | Full gray | Error |
|---|---|---|---|
| 0.05 | 1.1333 | 1.1465 | −1.15% |
| 0.10 | 1.267 | 1.302 | −2.7% |
| 0.20 | 1.533 | 1.635 | −6.2% |
| 0.50 | 2.333 | 2.753 | −15% |
| 1.00 | 3.667 | 4.822 | −24% |
| 10.0 | 27.67 | 54.95 | −50% |

Two independent methods, discrete ordinates and an integral equation for $\theta$, agree to about one part in $10^5$ over this range. For the film of part (b), the full gray rise is 7.67 K, so (8) is low by about 0.5 K.

One source of error is the length $2\Lambda/3$. In the full solution the profile departs from a parabola close to a wall, so the length must be read from the interior parabola continued to the face. If the tangent to this continued profile at the face reaches zero at a distance $\ell$ inside the wall, the continued profile has the rise $\ell QL/(2k)$ at the face. This is the jump that lifts the midplane; at small $\mathrm{Kn}$ the actual rise at the face is smaller. Relative to $\theta_F$ the jump is

$$\frac{\ell QL}{2k}\cdot\frac{8k}{QL^2}=\frac{4\ell}{L}.$$

The full transport problem at a black face, with no heating in the layer near it, has $\ell=0.7104\Lambda$, the Milne length. The linear coefficient should therefore be $4(0.7104)=2.84$ instead of $8/3=2.67$. The numerical solution of (1) at small $\mathrm{Kn}$ also gives 2.84.

The second source is the uniform heating itself. Far from the walls, try

$$I=\frac{Cv\theta}{2}+\frac{3q}{2}\mu+\frac{Q\Lambda}{2}(1-3\mu^2),\tag{9}$$

with $q$ and $\theta$ obeying (2) and (5). The last term is constant in $x$. The left side of (1) is then

$$\mu\frac{\partial I}{\partial x}=\frac{Cv\theta'}{2}\mu+\frac{3Q}{2}\mu^2=-\frac{3q}{2\Lambda}\mu+\frac{3Q}{2}\mu^2,$$

because $Cv\theta'=-3q/\Lambda$. The right side is

$$-\frac{3q}{2\Lambda}\mu-\frac Q2(1-3\mu^2)+\frac Q2=-\frac{3q}{2\Lambda}\mu+\frac{3Q}{2}\mu^2 .$$

The two sides agree, so (9) solves (1). Its last term changes neither the energy density nor the flux, since

$$\int_{-1}^{1}(1-3\mu^2)\,d\mu=0,\qquad \int_{-1}^{1}\mu(1-3\mu^2)\,d\mu=0 .$$

It does change the inward flux at a wall, by

$$\frac{Q\Lambda}{2}\int_0^1\mu(1-3\mu^2)\,d\mu=\frac{Q\Lambda}{2}\left(\frac12-\frac34\right)=-\frac{Q\Lambda}{8}.$$

If Marshak's condition is applied to (9), then

$$\frac{Cv\theta(0)}{4}-\frac{QL}{4}-\frac{Q\Lambda}{8}=0,\qquad \theta(0)=\frac{QL}{Cv}+\frac{Q\Lambda}{2Cv}.$$

The extra jump, divided by $\theta_F$, is

$$\frac{Q\Lambda}{2Cv}\cdot\frac{8k}{QL^2}=\frac43\mathrm{Kn}^2 .$$

This estimate explains the sign and most of the size of the quadratic term. The coefficient extracted from the full solution at small $\mathrm{Kn}$ is 1.75. Equation (9) still cannot meet the wall condition direction by direction, so the estimate need not be exact.

### Part (c): large Knudsen number

For fixed $Q$, $L$, $C$ and $v$, (8) tends to the constant $QL/(Cv)$ as $\Lambda\to\infty$. The full gray equation behaves differently. Consider the phonons at the midplane that have not scattered since their release. Those with direction cosine $\mu>0$ were released along a path of length $L/(2\mu)$. Adding the source along this path, with its attenuation, gives

$$I_0(\mu)=\frac{Q\Lambda}{2}\left(1-e^{-L/(2\Lambda\mu)}\right).$$

The directions with $\mu<0$ contribute equally. With $a=L/(2\Lambda)$, the unscattered part of the rise is

$$\theta_0=\frac{2}{Cv}\int_0^1I_0\,d\mu=\frac{Q\Lambda}{Cv}\int_0^1\left(1-e^{-a/\mu}\right)d\mu .$$

The derivative of the last integral with respect to $a$ is $\int_0^1e^{-a/\mu}\,d\mu/\mu$. This is the exponential integral $E_1(a)$, which approaches $\ln(1/a)-\gamma$ for small $a$, where $\gamma=0.577$ is Euler's constant. Integrating from $a=0$, where the original integral vanishes, gives $a[\ln(1/a)+1-\gamma]$ to leading order. Therefore

$$\theta_0\simeq\frac{QL}{2Cv}\left[\ln\frac{2\Lambda}{L}+0.42\right].\tag{10}$$

The logarithm grows with $\Lambda$ because phonons moving ever more nearly parallel to the faces add to the rise. They collect heat over long paths before they reach a wall. The intensity therefore has a peak at $\mu=0$, which a function linear in $\mu$ cannot represent.

At $\mathrm{Kn}=10$, (10) gives about $1.7\,QL/(Cv)$. Since $\theta_F=3QL/(8Cv\,\mathrm{Kn})$, the tabulated full ratio corresponds to $54.95\times3/80=2.06$ in the same unit, while (8) gives 1.04. Phonons that have scattered at least once supply the rest of the full value. Equation (8) is thus a correction for small $\mathrm{Kn}$, not an interpolation to the ballistic limit.

### Which temperature is meant

The heat source can also be absorbed into the equilibrium function in the scattering term. Equation (1) then reads $\mu\,\partial I/\partial x=(Cv\theta_*/2-I)/\Lambda$, with

$$\theta_*=\theta+\frac{Q\Lambda}{Cv}.$$

The intensity is unchanged, but $\theta_*$ is higher than $\theta$ by 0.50 K in the example. Reporting $\theta_*$ would add $\tfrac83\mathrm{Kn}^2$ to the factor in (8). A comparison between calculations must use the same definition.

### The model beside a real device layer

The parameters lie in the rough regime of a thick silicon device layer near 300 K. The flux at each face is 2.5 mW/µm², or 0.25 MW/cm². This is far above the average flux from a chip and could describe only a small active region. Real silicon has a broad range of mean free paths, so a single $\Lambda$ is a strong assumption. With $k$, $L$ and $Q$ held fixed, another gray choice, $C=1.66$ J/(cm³ K) and $v=6400$ m/s, requires $\Lambda=37.7$ nm and lowers the result of (8) from 7.19 K to 5.16 K. These two values do not bracket silicon. A large share of its bulk conductivity is carried by phonons with mean free paths near or above 1 µm, which cannot conduct diffusively across this film, so a treatment with the full spread of mean free paths can give a rise well above either gray value. Real interfaces also reflect phonons. A rough conductance of 200 MW/(m² K), defined by the flux and the temperature step between film edge and wall, replaces the 2.5 K jump by 12.5 K. The midplane rise is then about 17 K. Nor do real walls stay cold: a uniformly heated disc of radius $5$ µm on a thick sink with conductivity 400 W/(m K) warms at its centre by flux times radius over conductivity, about 31 K. With a rough $T^{-1.3}$ law, $k$ falls by about 3% for a rise of 7.19 K above 300 K, but by about 18% for the 48 K reached with the interface and sink included. A smaller effect is an optical-phonon excess of about 0.05 K, if all the heat first enters optical phonons with a rough lifetime of 5 ps and a heat capacity of 0.5 J/(cm³ K). The calculated 7.19 K is therefore the P1 estimate of the film's contribution under ideal walls, not a prediction of a device temperature. The numerical output lists the inputs and results.

## Variation 1: the average temperature

*By what factor does the same wall jump multiply the film-averaged Fourier rise?*

Average (7) over the thickness. Since

$$\frac1L\int_0^Lx(L-x)\,dx=\frac{L^2}{2}-\frac{L^2}{3}=\frac{L^2}{6},$$

the average is

$$\bar\theta=\frac{QL}{Cv}+\frac{QL^2}{12k}.$$

The jump relative to the Fourier part is $12k/(CvL)=4\,\mathrm{Kn}$, so

$$\bar\theta=\frac{QL^2}{12k}(1+4\,\mathrm{Kn}).$$

The jump is the same as before, but it is compared with a smaller Fourier rise. In the example the average is $3.13+2.50=5.63$ K, and the factor is 1.8. This is again the P1 value; the full gray equation gives 6.01 K, a factor of 1.92. A thermometer that averages over the film therefore needs a different factor from one that reads the midplane.

## Variation 2: heat leaves through one face

*The wall at $x=L$ is replaced by a perfect mirror for phonons, with all else fixed. What is the rise at the mirror?*

A mirror reverses $\mu$ and passes no heat. The film behaves as half of a film of thickness $2L$ with two black walls, and the mirror lies at its midplane. Replace $L$ by $2L$ in (8), but keep $\mathrm{Kn}=\Lambda/L$ for the actual film:

$$\theta(L)=\frac{Q(2L)^2}{8k}\left(1+\frac83\cdot\frac{\Lambda}{2L}\right)=\frac{QL^2}{2k}\left(1+\frac43\mathrm{Kn}\right).$$

The Fourier part is four times larger than with two cold walls. The jump is only twice as large, because the black wall now receives all the heat instead of half. For the example the P1 rise is $4(4.69)+2(2.50)=23.8$ K. The doubled film has Knudsen number 0.10, so the table gives the full gray value $1.302\times4(4.69)=24.4$ K. The relative correction is smaller, although the jump in kelvins is larger.

## Calculated quantities

```
INPUTS (rough, silicon device-layer regime)
heat capacity C = 1.00 J/(cm3 K)
phonon speed v = 2000 m/s
mean free path = 200 nm
film thickness L = 1000 nm
heating Q = 5.00 mW/um3
wall temperature = 300 K
FILM RESULTS
conductivity k = 133.3 W/(m K)
Knudsen number = 0.200 (no unit)
heat flux at each wall = 2.50 mW/um2
Fourier midplane rise = 4.688 K
Marshak wall jump = 2.500 K
Marshak factor = 1.5333 (no unit)
Marshak midplane rise = 7.188 K
Marshak mean rise = 5.625 K
full gray midplane rise = 7.665 K
Marshak error against full gray = -6.24 %
other temperature convention adds = 0.500 K
FULL GRAY EQUATION (ratios to Fourier rise, no unit)
Kn 0.05: Marshak 1.1333, full 1.1465, error -1.15 %
Kn 0.10: Marshak 1.2667, full 1.3016, error -2.69 %
Kn 0.20: Marshak 1.5333, full 1.6353, error -6.24 %
Kn 0.50: Marshak 2.3333, full 2.7529, error -15.24 %
Kn 1.00: Marshak 3.6667, full 4.8219, error -23.96 %
Kn 3.00: Marshak 9.0000, full 14.3688, error -37.36 %
Kn 10.00: Marshak 27.6667, full 54.9530, error -49.65 %
Milne length / mean free path = 0.71045 (no unit)
full small-Kn linear coefficient = 2.8418 (no unit)
full small-Kn quadratic coefficient = 1.7523 (no unit)
largest relative solver difference = 1.0e-05 (no unit)
NEGLECTED EFFECTS (rough inputs and sizes)
other gray set: C = 1.66 J/(cm3 K)
other gray set: v = 6400 m/s
other gray set: mean free path = 37.7 nm
other gray set: Marshak midplane rise = 5.16 K
interface conductance = 200 MW/(m2 K)
interface jump replacing black jump = 12.5 K
sink: heated disc radius = 5.0 um
sink: conductivity = 400 W/(m K)
sink: surface rise at disc centre = 31.2 K
k falls as T to the power -1.3 (no unit)
k drop at the midplane rise = 3.0 %
optical phonon lifetime = 5.0 ps
optical heat capacity = 0.50 J/(cm3 K)
optical phonon excess temperature = 0.050 K
```
